# Diffusivity of an interstitial hopping between tetrahedral sites in silicon: a numerical check

```python
# Result under test: an interstitial hopping between neighbouring tetrahedral
# (T) sites of diamond-structure silicon has diffusivity D = k a^2 / 8.
#   a : cubic lattice constant      k : hop rate to EACH of the four neighbours
#   D : diffusivity, defined by <R^2> = 6 D t
# In the tests lengths are in units of a and rates in units of k.
# The example is a model silver interstitial with a rough, round barrier.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import csr_matrix, identity
from scipy.sparse.linalg import expm_multiply
from scipy.special import expit

# ---------- geometry, on an integer grid with step a/8 ----------
fcc = np.array([[0, 0, 0], [0, 4, 4], [4, 0, 4], [4, 4, 0]])
silicon = np.vstack([fcc, fcc + 2])


def squared_distances_to_atoms(point):
    diff = (silicon - np.array(point) + 4) % 8 - 4
    return np.sum(diff**2, axis=1)


grid = list(itertools.product(range(8), repeat=3))
hole_size = {p: squared_distances_to_atoms(p).min() for p in grid}
largest = max(hole_size.values())
t_sites = [p for p in grid if hole_size[p] == largest]
assert len(t_sites) == 8
for p in t_sites:
    assert np.sum(squared_distances_to_atoms(p) == largest) == 4

site_index = {p: i for i, p in enumerate(t_sites)}
shifts = [8 * np.array(s) for s in itertools.product((-1, 0, 1), repeat=3)]
hops = {}
for p in t_sites:
    vectors = [np.array(q) + s - np.array(p) for q in t_sites for s in shifts]
    vectors = [v for v in vectors if v @ v > 0]
    shortest = min(v @ v for v in vectors)
    hops[p] = [v for v in vectors if v @ v == shortest]
    h = np.array(hops[p])
    assert len(h) == 4 and np.all(h.sum(axis=0) == 0)
    assert np.isclose(shortest / 64, 3 / 16)
    assert np.allclose(h.T @ h / 64, np.eye(3) / 4)
    for v in h:
        around = squared_distances_to_atoms(np.array(p) + v // 2)
        assert np.sum(around == around.min()) == 6
neighbour_count = len(hops[t_sites[0]])
hop_length = np.sqrt(shortest) / 8


# ---------- diffusivity from the slowest decaying density wave ----------
def rate_matrix(wavevector, force=np.zeros(3)):
    """Master equation for a density wave; force is in units of kB T / a."""
    w = np.zeros((8, 8), dtype=complex)
    for p in t_sites:
        i = site_index[p]
        for v in hops[p]:
            j = site_index[tuple(int(c) for c in (np.array(p) + v) % 8)]
            rate = np.exp(force @ v / 16)
            w[j, i] += rate * np.exp(-1j * (wavevector @ v) / 8)
            w[i, i] -= rate
    return w


wave_results = []
for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1], [1, 2, 3]):
    q = 0.01 * np.array(direction) / np.linalg.norm(direction)
    slowest = np.linalg.eigvalsh(rate_matrix(q)).max()
    wave_results.append(-slowest / (q @ q))
assert np.allclose(wave_results, 1 / 8, rtol=1e-4)


# ---------- direct propagation on a cluster of 18 hop shells ----------
def cluster(start, shells=18):
    index = {start: 0}
    frontier = [start]
    for _ in range(shells):
        new = []
        for p in frontier:
            for v in hops[tuple(c % 8 for c in p)]:
                r = tuple(int(c) for c in np.array(p) + v)
                if r not in index:
                    index[r] = len(index)
                    new.append(r)
        frontier = new
    rows, cols = [], []
    for p, i in index.items():
        for v in hops[tuple(c % 8 for c in p)]:
            r = tuple(int(c) for c in np.array(p) + v)
            if r in index:
                rows.append(index[r])
                cols.append(i)
    n = len(index)
    links = csr_matrix((np.ones(len(rows)), (rows, cols)), shape=(n, n))
    return links, (np.array(list(index)) - np.array(start)) / 8


first = t_sites[0]
second = tuple(int(c) for c in (np.array(first) + hops[first][0]) % 8)
msd_by_time = {}
for start in (first, second):
    links, position = cluster(start)
    p0 = np.zeros(len(position))
    p0[0] = 1.0
    generator = (links - 4 * identity(len(position))).tocsr()
    for time in (0.1, 0.5, 1.0):
        prob = expm_multiply(generator * time, p0)
        moments = position.T @ (prob[:, None] * position)
        # tolerance covers the tiny probability of leaving the cluster
        assert np.allclose(moments, np.eye(3) * time / 4, atol=2e-5)
        msd_by_time[time] = np.trace(moments)
    prob = p0.copy()
    for n_hops in range(1, 9):
        prob = links @ prob / 4
        assert np.isclose(prob @ np.sum(position**2, axis=1), n_hops * 3 / 16)


# ---------- memory: immediate return with probability p_return ----------
def memory_factor(p_return):
    return 2 * (1 - p_return) / (1 + 2 * p_return)


unit = np.array(hops[first]) / np.sqrt(shortest)
for p_return in (0.05, 0.25, 0.30, 0.60):
    chain = np.full((4, 4), (1 - p_return) / 3)
    np.fill_diagonal(chain, p_return)
    power, total = np.eye(4), 1.0
    for m in range(1, 200):
        power = power @ chain
        total += 2 * (-1)**m * np.sum(power * (unit @ unit.T)) / 4
    assert np.isclose(total, memory_factor(p_return), atol=1e-9)


# ---------- traps: one side state per eight T sites ----------
def free_fraction(traps_per_site, boltzmann_factor):
    return 1 / (1 + traps_per_site * boltzmann_factor)


q = np.array([0.01, 0.0, 0.0])
trapped = np.zeros((9, 9), dtype=complex)
trapped[:8, :8] = rate_matrix(q)
capture, release = 1.0, 0.05
trapped[0, 0] -= capture
trapped[8, 0] += capture
trapped[0, 8] += release
trapped[8, 8] -= release
d_trapped = -np.linalg.eigvals(trapped).real.max() / (q @ q)
assert np.isclose(d_trapped, free_fraction(1 / 8, capture / release) / 8,
                  rtol=1e-3)

# ---------- worked example: inputs ----------
a = const.physical_constants["lattice parameter of silicon"][0]
eV, kB = const.e, const.k
mass = 107.87 * const.atomic_mass
barrier = 1.0 * eV
T_process, T_use = 1200.0, 400.0
anneal_time, service_time = 60.0, 10 * const.year
d = hop_length * a
attempt = np.sqrt(barrier / (2 * mass)) / d


def hop_rate(T):
    return attempt * np.exp(-barrier / (kB * T))


def diffusivity(T):
    return hop_rate(T) * a**2 / 8


def spread(D, t):
    return np.sqrt(2 * D * t)


# Rate estimate against classical one-way flux over the full cosine barrier
def flux_rate(T):
    def weight(s):
        return np.exp(-barrier * (1 - np.cos(2 * np.pi * s)) / (2 * kB * T))
    well = d * quad(weight, -0.5, 0.5, points=[0.0])[0]
    speed = np.sqrt(kB * T / (2 * np.pi * mass))
    return speed * np.exp(-barrier / (kB * T)) / well


anharmonic = {T: flux_rate(T) / hop_rate(T) for T in (T_process, T_use)}
# harmonic well: the neglected correction is of order kB T / (4 barrier)
for T in anharmonic:
    assert abs(anharmonic[T] - 1) < 2 * kB * T / (4 * barrier)


# Tunnelling: leading correction against averaged parabolic transmission
def tunnelling(T):
    return 1 + (const.h * attempt / (kB * T))**2 / 24


for T in (T_process, T_use):
    u = const.h * attempt / (kB * T)
    average = quad(lambda x: np.exp(-x) * expit(2 * np.pi * x / u),
                   -10, 40, points=[-0.5, 0.0, 0.5, 3.0], limit=400)[0]
    assert abs(average - tunnelling(T)) < 0.05 * (tunnelling(T) - 1)

# Drift in a field, tested with biased hops along a cube diagonal
field, width = 1e7, 1e-6
reduced_force = const.e * field * a / (kB * T_use)
axis = np.ones(3) / np.sqrt(3)
force = reduced_force * axis
values, states = np.linalg.eig(rate_matrix(np.zeros(3), force))
steady = states[:, np.argmax(values.real)].real
steady = steady / steady.sum()
velocity = sum(steady[site_index[p]] * np.exp(force @ v / 16) * (axis @ v) / 8
               for p in t_sites for v in hops[p])
assert np.isclose(velocity, reduced_force / 8, rtol=3e-3)
drift_speed = diffusivity(T_use) * const.e * field / (kB * T_use)

trap_density, binding = 1e23, 0.5 * eV
site_density = 8 / a**3
free = {T: free_fraction(trap_density / site_density,
                         np.exp(binding / (kB * T)))
        for T in (T_process, T_use)}
release_time = np.exp((barrier + binding) / (kB * T_use)) / (4 * attempt)
assert release_time < 0.1 * service_time
expansion, T_room, p_example, shift = 4e-6, 300.0, 0.30, 0.1 * eV

# ---------- printed numbers ----------
print("GEOMETRY AND TESTS")
print(f"T sites per cubic cell: {len(t_sites)}")
print(f"neighbouring T sites: {neighbour_count}")
print(f"hop length / a: {hop_length:.5f}")
print(f"D/(k a^2) from density waves, lowest: {min(wave_results):.6f}")
print(f"D/(k a^2) from density waves, highest: {max(wave_results):.6f}")
for time, msd in msd_by_time.items():
    print(f"<R^2>/a^2 by propagation at k t = {time}: {msd:.5f}")
print("EXAMPLE: MODEL SILVER INTERSTITIAL IN SILICON")
print(f"lattice constant a: {a*1e9:.4f} nm")
print(f"hop length: {d*1e9:.4f} nm")
print(f"silver mass: {mass/const.atomic_mass:.2f} u")
print(f"barrier (rough, chosen): {barrier/eV:.2f} eV")
print(f"attempt frequency: {attempt/1e12:.3f} THz")
for T in (T_process, T_use):
    print(f"AT {T:.0f} K")
    print(f"  thermal energy kB T: {kB*T/eV:.5f} eV")
    print(f"  hop rate k per neighbour: {hop_rate(T):.3e} 1/s")
    print(f"  mean residence time 1/(4k): {1/(4*hop_rate(T)):.3e} s")
    print(f"  diffusivity D: {diffusivity(T)*1e4:.3e} cm2/s")
    print(f"  D factor, barrier lower by 0.1 eV: {np.exp(shift/(kB*T)):.2f}")
    print(f"  rate factor, anharmonic well: {anharmonic[T]:.4f}")
    print(f"  rate factor, tunnelling: {tunnelling(T):.5f}")
    print(f"  D factor, traps (free fraction): {free[T]:.4f}")
D_hot, D_use = diffusivity(T_process), diffusivity(T_use)
print("MAIN RESULTS AND OTHER NEGLECTED EFFECTS")
print(f"D at 1200 K, converted: {D_hot:.3e} m2/s")
print(f"vibrations per residence, 1200 K: {attempt/(4*hop_rate(T_process)):.0f}")
print(f"anneal time: {anneal_time:.0f} s")
print(f"one-axis spread in anneal, 1200 K: {spread(D_hot, anneal_time)*1e6:.2f} um")
print(f"service time (ten years): {service_time:.3e} s")
print(f"one-axis spread in service, 400 K: {spread(D_use, service_time)*1e6:.3f} um")
print(f"same with traps: {spread(D_use*free[T_use], service_time)*1e6:.3f} um")
print(f"trap density (chosen): {trap_density*1e-6:.1e} 1/cm3")
print(f"T-site density: {site_density*1e-6:.3e} 1/cm3")
print(f"trap binding (chosen): {binding/eV:.2f} eV")
print(f"trap release time, 400 K: {release_time:.2e} s")
print(f"expansion coefficient (rough): {expansion:.1e} 1/K")
growth = (1 + expansion * (T_process - T_room))**2 - 1
print(f"D increase from expansion, 300 to 1200 K: {100*growth:.2f} %")
print(f"D factor, return chance {p_example:.2f}: {memory_factor(p_example):.4f}")
print(f"field (chosen): {field*1e-8:.2f} MV/cm")
print(f"field region width (chosen): {width*1e6:.1f} um")
print(f"drift time across it, 400 K: {width/drift_speed:.2e} s")
print(f"diffusion time width^2/(2D), 400 K: {width**2/(2*D_use):.2e} s")
print("finished without a failed check")
```

Printed output:

```
GEOMETRY AND TESTS
T sites per cubic cell: 8
neighbouring T sites: 4
hop length / a: 0.43301
D/(k a^2) from density waves, lowest: 0.125000
D/(k a^2) from density waves, highest: 0.125000
<R^2>/a^2 by propagation at k t = 0.1: 0.07500
<R^2>/a^2 by propagation at k t = 0.5: 0.37500
<R^2>/a^2 by propagation at k t = 1.0: 0.75000
EXAMPLE: MODEL SILVER INTERSTITIAL IN SILICON
lattice constant a: 0.5431 nm
hop length: 0.2352 nm
silver mass: 107.87 u
barrier (rough, chosen): 1.00 eV
attempt frequency: 2.844 THz
AT 1200 K
  thermal energy kB T: 0.10341 eV
  hop rate k per neighbour: 1.795e+08 1/s
  mean residence time 1/(4k): 1.393e-09 s
  diffusivity D: 6.618e-08 cm2/s
  D factor, barrier lower by 0.1 eV: 2.63
  rate factor, anharmonic well: 0.9710
  rate factor, tunnelling: 1.00054
  D factor, traps (free fraction): 0.9997
AT 400 K
  thermal energy kB T: 0.03447 eV
  hop rate k per neighbour: 7.152e-01 1/s
  mean residence time 1/(4k): 3.495e-01 s
  diffusivity D: 2.637e-16 cm2/s
  D factor, barrier lower by 0.1 eV: 18.19
  rate factor, anharmonic well: 0.9911
  rate factor, tunnelling: 1.00485
  D factor, traps (free fraction): 0.2003
MAIN RESULTS AND OTHER NEGLECTED EFFECTS
D at 1200 K, converted: 6.618e-12 m2/s
vibrations per residence, 1200 K: 3961
anneal time: 60 s
one-axis spread in anneal, 1200 K: 28.18 um
service time (ten years): 3.154e+08 s
one-axis spread in service, 400 K: 4.078 um
same with traps: 1.825 um
trap density (chosen): 1.0e+17 1/cm3
T-site density: 4.994e+22 1/cm3
trap binding (chosen): 0.50 eV
trap release time, 400 K: 6.97e+05 s
expansion coefficient (rough): 4.0e-06 1/K
D increase from expansion, 300 to 1200 K: 0.72 %
D factor, return chance 0.30: 0.8750
field (chosen): 0.10 MV/cm
field region width (chosen): 1.0 um
drift time across it, 400 K: 1.31e+05 s
diffusion time width^2/(2D), 400 K: 1.90e+07 s
finished without a failed check
```
